\section*{How much charge does one photogenerated pair send round the circuit?}

\section{Two arrivals, one ammeter}

\textsc{Q.} Light is absorbed in the depleted layer of a reverse-biased photodiode and makes one electron-hole pair. The electron, charge $-q$, runs to the n contact, and the hole, charge $+q$, runs to the p contact. Opposite charges moving in opposite directions are currents in the same direction, so they add. I conclude that an ammeter in the circuit registers $2q$ per pair.

\textsc{A.} The currents do add. The question is how much charge each of them carries through the ammeter. Suppose both carriers have been collected. The layer holds the same charge as before the flash, and the voltage across it is the same, so each contact must also hold the same charge as before. The n contact has received $-q$ from the layer, so its wire must have brought it $+q$. The p contact has received $+q$, so its wire must have taken $+q$ away.

These are the two ends of one external circuit. A charge $q$ left the p contact, passed through the ammeter and entered the n contact. Your $2q$ counts that passage once at each end.

\textsc{Q.} Then the electron's arrival accounts for the whole $q$ at the n contact. What is left for the hole to do?

\textsc{A.} Your question assumes that the wire current flows when a carrier arrives. It flows while the carriers move. To see this, put the p contact at $x=0$ and the n contact at $x=W$, both flat, with area $A$ and a uniform permittivity $\varepsilon$ between them. Add a thin sheet of total charge $s$ at $x$, keeping the contact voltages fixed. Electrostatics is linear, so the \emph{added} field can be treated alone, and it has zero voltage between the contacts. Call it $E_1$ on the p side of the sheet and $E_2$ on the n side, positive towards $+x$. Gauss's law and the zero voltage give
\begin{align}
\varepsilon A(E_2-E_1)&=s, & E_1x+E_2(W-x)&=0 .
\end{align}
The second equation gives $E_1=-E_2(W-x)/x$. Inserted in the first,
\begin{equation}
\varepsilon A E_2\left(1+\frac{W-x}{x}\right)=\varepsilon A E_2\frac{W}{x}=s
\quad\Rightarrow\quad E_2=\frac{s\,x}{\varepsilon A W}.
\end{equation}
The surface of the n contact faces $-x$, so the charge induced on it is
\begin{equation}
-\varepsilon A E_2=-s\,\frac{x}{W}. \label{eq:plate}
\end{equation}
Now use $s=-q$ at $x_e$ for the electron and $s=+q$ at $x_h$ for the hole. At birth both sit at $x_0$ and their induced charges cancel. Later the wire has brought to the n contact
\begin{equation}
Q_{\mathrm w}(t)=\frac{q\,[x_e(t)-x_h(t)]}{W}. \label{eq:wire}
\end{equation}
As the electron reaches the n contact, the positive charge it induces there grows to $q$. Landing neutralizes this charge on the spot and so causes no jump in $Q_{\mathrm w}$.

With speeds $v_e$ and $v_h$, $dx_e/dt=v_e$ and $dx_h/dt=-v_h$, so while both carriers move
\begin{equation}
i=\frac{dQ_{\mathrm w}}{dt}=\frac{q(v_e+v_h)}{W}. \label{eq:current}
\end{equation}
The electron travels $W-x_0$ and the hole travels $x_0$. The total is
\begin{equation}
Q_{\mathrm w}=q\,\frac{W-x_0}{W}+q\,\frac{x_0}{W}=q .
\end{equation}
Each carrier contributes the fraction of the layer that it crosses, and together they cross it once.

\section{A pulse in numbers}

\textsc{Q.} Show me the pulse for an actual diode.

\textsc{A.} Take a silicon p-i-n diode at 300 K with a 10 µm depleted layer and 20 V across it, so the mean field is 20 kV/cm. The pair is born 3 µm from the p contact. I use the simple saturation law $v=\mu E/(1+\mu E/v_{\rm sat})$, with rough mobilities of 1400 and 450 cm$^2$/Vs and saturation speeds of $1.0\times10^7$ and $8.0\times10^6$ cm/s for electrons and holes:
\begin{align}
v_e&=\frac{2.8\times10^7}{1+2.8}=7.37\times10^6\ \text{cm/s},\\
v_h&=\frac{9.0\times10^6}{1+1.125}=4.24\times10^6\ \text{cm/s}.
\end{align}
These are mean drift speeds, roughly 10 to 15\% below common fits to measured values in silicon. Scattering also makes the current of a single pair fluctuate about the mean values given here. Both affect the timing, not the total charge. The electron needs 95.0 ps for its 7 µm, and the hole 70.8 ps for its 3 µm. By (\ref{eq:current}) the electron supplies 1.181 nA and the hole 0.679 nA. The wire carries 1.859 nA until the hole lands, then 1.181 nA until the electron lands. The area under the pulse is
\begin{equation}
(1.859\ \text{nA})(70.8\ \text{ps})+(1.181\ \text{nA})(24.2\ \text{ps})
=1.60\times10^{-19}\ \text{C},
\end{equation}
which is one charge: $0.7q$ from the electron and $0.3q$ from the hole. For births spread uniformly over the layer, the mean electron share is $\int_0^W(1-x_0/W)\,dx_0/W=1/2$.

\textsc{Q.} Inside the layer, though, electrons and holes both stream past a given plane under steady light. Surely both must be counted there.

\textsc{A.} Both streams count, but they come from different pairs. A plane at $x$ is crossed by the electron of a pair born on its p side, or by the hole of a pair born on its n side. If $g(x_0)$ pairs are born per unit length and time, the steady current is
\begin{equation}
I=q\int_0^x g\,dx_0+q\int_x^W g\,dx_0=q\int_0^W g\,dx_0 ,
\end{equation}
one charge per pair at every plane.

For a single pair, the displacement current must be included at intermediate times. Charge conservation and Gauss's law make the sum of carrier and displacement current the same at every plane. Freeze our pair with the electron at 8 µm and the hole at 1.5 µm. Equation (\ref{eq:wire}) gives $Q_{\mathrm w}=0.65q$. Count charge as positive when it moves towards $-x$, the direction of the current inside the diode. The plane at 5 µm has been passed by the electron, which counts $+q$, and by a displacement charge of $-0.35q$. The plane at 9 µm has been passed by no carrier, but by a displacement charge of $+0.65q$. Both totals are $0.65q$. After collection the field is back at its initial value, the net displacement charge is zero, and one carrier has crossed each plane.

\section{Dopants, layers and other shapes}

\textsc{Q.} You assumed flat contacts and a uniform material. A real diode has dopants in the layer, and its contacts may have any shape.

\textsc{A.} Define a weighting potential $\psi(\mathbf r)$: it obeys $\nabla\cdot(\varepsilon\nabla\psi)=0$, equals 1 on the n contact and 0 on the p contact, and contains no space charge. Let $\phi$ be the potential added by a point charge $s$ at $\mathbf r_s$ with the contact voltages held fixed. Then $\phi=0$ on both contacts and $\nabla\cdot(\varepsilon\nabla\phi)=-s\,\delta(\mathbf r-\mathbf r_s)$. For a linear dielectric with scalar $\varepsilon$, the terms $\varepsilon\nabla\psi\cdot\nabla\phi$ cancel in
\begin{equation}
\nabla\cdot(\psi\varepsilon\nabla\phi-\phi\varepsilon\nabla\psi)
=\psi\nabla\cdot(\varepsilon\nabla\phi)-\phi\nabla\cdot(\varepsilon\nabla\psi)
=-s\,\psi\,\delta(\mathbf r-\mathbf r_s).
\end{equation}
Integrate over the device, with $n$ the outward normal. Let no displacement field leave through the insulated surfaces. The surface terms there vanish. On the contacts $\phi=0$, and $\psi$ keeps only the n contact:
\begin{equation}
\int_{\rm n\ contact}\varepsilon\frac{\partial\phi}{\partial n}\,dS=-s\,\psi(\mathbf r_s).
\end{equation}
The left side is the charge induced on the n contact: its density is the displacement field $-\varepsilon\nabla\phi$ projected on the direction from contact into device, which is $-n$. For flat contacts and uniform $\varepsilon$, $\psi=x/W$ and (\ref{eq:plate}) returns.

Bias and fixed dopant charge add constants to the contact charge, and constants drive no current. For the pair, therefore,
\begin{align}
Q_{\mathrm w}&=q[\psi(\mathbf r_e)-\psi(\mathbf r_h)],\\
i&=q[\mathbf v_e\cdot\nabla\psi(\mathbf r_e)-\mathbf v_h\cdot\nabla\psi(\mathbf r_h)] .
\end{align}
This is the Shockley-Ramo theorem. After collection $\psi(\mathbf r_e)=1$ and $\psi(\mathbf r_h)=0$, so $Q_{\mathrm w}=q$. Birthplace and path have dropped out.

\textsc{Q.} So the dopants change nothing?

\textsc{A.} They change the timing. Put $5\times10^{13}$ cm$^{-3}$ residual donors in the layer and keep 20 V across it. The field now falls from 23.9 kV/cm at the p contact to 16.1 kV/cm at the n contact. The hole moves through the stronger part and arrives after 66.9 ps instead of 70.8 ps. The electron needs 96.7 ps instead of 95.0 ps. The computed total remains $1.000q$.

A permittivity that varies from one contact to the other alters the shares. Replace the 4 µm next to the p contact by germanium, and take as inputs relative permittivities of 16.0 for germanium and 11.7 for silicon. Since $\varepsilon\,d\psi/dx$ is constant,
\begin{equation}
\psi(3\ \text{µm})=\frac{3/16.0}{4/16.0+6/11.7}=0.246 .
\end{equation}
The hole supplies $0.246q$ and the electron $0.754q$. The sum is again $q$, provided the electron crosses the interface between the materials without being trapped or recombining there.

\section{Energy, and ways to miss one charge}

\textsc{Q.} Does the energy balance agree?

\textsc{A.} In the uniform field the electron falls through 14 V and the hole through 6 V, so the field does 20 eV of work on the pair. For ideal plates with no built-in voltage, the source must supply this, since the field energy ends where it began. It supplies $Q_{\mathrm w}\times20$ V, hence $Q_{\mathrm w}=q$; a charge $2q$ would cost it 40 eV. In a diode the 20 V includes the built-in voltage, so the external source does not supply all of the work.

\textsc{Q.} When is the answer not one charge?

\textsc{A.} If the hole is trapped at its birthplace, the circuit has received $0.7q$ for as long as it stays there. If both carriers end on the same contact, the net charge is zero. Larger values need more carriers: each extra pair made by impact ionization and fully collected adds $q$, and so does each electron reinjected at the p contact that crosses to the n contact. The latter is photoconductive gain. It needs a contact that can inject electrons, which the p contact of a reverse-biased diode blocks.

For our diode these effects are small. Assuming a lifetime of 10 µs, the longer transit takes about $10^{-5}$ of it. A rough impact-ionization law for much higher fields, extrapolated down to 23.9 kV/cm, gives a number of extra pairs per crossing that is far below one. The extrapolation is too long to trust for the number itself. Diffusion against the drift has a length $D/v_e\approx49$ nm, with $D$ the low-field diffusivity, so an electron born 3 µm away has a negligible chance of reaching the p contact. One born within some tens of nanometres of it does not. The pair's mutual attraction exceeds the applied field only below a separation of about 8 nm.

\textsc{Q.} And the amplifier? You held the voltages fixed.

\textsc{A.} A 50 µm diameter gives a parallel-plate capacitance $C=\varepsilon A/W=20.3$ fF. Fringing fields at the rim add to this by an amount that depends on the edge geometry, about a quarter for two discs on an extended silicon slab. One charge disturbs the voltage by at most about $q/C=7.9$ µV, against 20 V. With a load $R$ carrying voltage $u$, $C\,du/dt=i-u/R$. Integrating from $u=0$ before the pulse to $u=0$ long after it,
\begin{equation}
\int\frac{u}{R}\,dt=\int i\,dt-C\,[u]_{\rm before}^{\rm after}=q .
\end{equation}
For 50 $\Omega$ and the capacitance of the layer alone, the pulse is smoothed over $RC=1.02$ ps and its area is kept. In a real diode, pads and wiring add capacitance and lengthen the smoothing, but the area stays the same as long as all the direct current flows through the load. Behind a coupling capacitor, the pulse is followed by a long, weak tail of opposite sign, and the total area is zero. The field also needs about 0.11 ps to cross the layer and about 0.6 ps to cross the diameter, both far less than the transit times, which justifies the electrostatic treatment.

\section{What a power meter would show}

\textsc{Q.} Is there a measurement that would separate $q$ from $2q$?

\textsc{A.} Responsivity, the current per unit optical power. Absorbed power $P$ at wavelength $\lambda$ makes $P\lambda/(hc)$ pairs per second if each photon makes one pair. Without gain, the current per absorbed watt is then at most
\begin{equation}
\frac{q\lambda}{hc}=0.686\ \text{A/W}\quad\text{at }850\text{ nm}.
\end{equation}
Your count would put the limit at 1.371 A/W.

These limits are per absorbed watt, so the absorbed fraction of the light must be known before the measurement can separate $q$ from $2q$. The absorption length of silicon at 850 nm is roughly 20 µm, twice our layer, so a single pass absorbs about $1-e^{-1/2}\approx0.4$ of the light entering it. Counting only pairs born in the layer, this lowers the responsivity per watt of entering light to roughly 0.3 A/W, and surface reflection lowers it further per incident watt. Carriers diffusing in from neighbouring undepleted silicon recover part of the loss. These corrections change how many pairs are collected; each fully collected pair still supplies $q$.

\textsc{Q.} Then my error was to give each carrier a full crossing of the layer.

\textsc{A.} Yes. A carrier born at one contact and collected at the other does supply a full $q$, but its partner then has no distance to travel and supplies nothing.

\section*{Numbers as computed}
\begin{verbatim}
Layer thickness: 10.0 um
Birthplace from p contact: 3.0 um
Layer voltage: 20.0 V
Mean field: 20.0 kV/cm
Diode diameter: 50 um
Temperature: 300 K
Electron mobility: 1400 cm2/Vs
Hole mobility: 450 cm2/Vs
Electron saturation speed: 1.00e+07 cm/s
Hole saturation speed: 8.00e+06 cm/s
Electron speed: 7.368e+06 cm/s
Hole speed: 4.235e+06 cm/s
Electron transit time: 95.0 ps
Hole transit time: 70.8 ps
Electron current: 1.181 nA
Hole current: 0.679 nA
Current while both move: 1.859 nA
Electron charge share: 0.700 q
Hole charge share: 0.300 q
Total charge: 1.000 q
One charge: 1.6022e-19 C
Mean electron share, uniform births: 0.500 q
Charge if hole stays trapped at birth: 0.700 q
Snapshot electron position: 8.0 um
Snapshot hole position: 1.5 um
Snapshot wire charge: 0.650 q
Plane 5 um: carrier charge: 1 q
Plane 5 um: displacement charge: -0.350 q
Plane 9 um: carrier charge: 0 q
Plane 9 um: displacement charge: 0.650 q
Point charge induced on p plate: -0.700 Q
Ge layer thickness in layered case: 4.0 um
Relative permittivity Si: 11.7 (none)
Relative permittivity Ge: 16.0 (none)
Layered electron share: 0.754 q
Layered hole share: 0.246 q
Residual donor density: 5.0e+13 cm^-3
Field at p contact with donors: 23.9 kV/cm
Field at n contact with donors: 16.1 kV/cm
Voltage needed for depletion: 3.87 V
Electron transit with donors: 96.7 ps
Hole transit with donors: 66.9 ps
Total charge with donors: 1.000 q
Work done by field on pair: 20.00 eV
Capacitance: 20.3 fF
Load resistance: 50 ohm
Load time constant: 1.02 ps
Charge through load: 1.000 q
Voltage disturbance q/C: 7.88 uV
Impact pairs per layer crossing: 2.9e-20 (none)
Assumed carrier lifetime: 10 us
Longest transit/lifetime: 9.5e-06 (none)
Back-diffusion length: 49.1 nm
Wrong-contact probability: 3.0e-27 (none)
Pair attraction length: 7.8 nm
Contact relaxation time: 9.24 fs
Field propagation delay: 0.114 ps
Responsivity limit at 850 nm: 0.686 A/W
False two-charge responsivity: 1.371 A/W
\end{verbatim}
